# Bosonic kernels and the static sum rule for χ''(ω)/ω: a program that tests the result

```python
"""Bosonic kernels for the positive spectral measure S(w) = chi''(w)/w.

Result under test (hbar = kB = 1, thermal mean of A subtracted):
  C(tau)  = <A(tau) A^+(0)> = int dw/pi  w exp(-tau w)/(1-exp(-beta w)) S(w)
  C(i nu) = int_0^beta exp(i nu tau) C(tau) dtau = int dw/pi  w/(w - i nu) S(w)
  int dw/pi S(w) = C(i 0) = isothermal susceptibility (Hermitian A)
For Hermitian A, S is even and the kernels may be averaged over +w and -w.
S contains a delta function at w = 0 from matrix elements between equal
energies; the commutator response chi(z) does not contain it.
beta: inverse temperature, nu: bosonic Matsubara frequency, tau: imaginary time.
All weights below are weights of S/pi.
"""
import numpy as np
from scipy.linalg import expm, eigh, solve_sylvester
from scipy.constants import physical_constants, k as boltzmann, e as charge


def density_matrix(H, beta):
    rho = expm(-beta * H)
    return rho / np.trace(rho)


def thermal_mean(H, A, beta):
    return np.trace(density_matrix(H, beta) @ A)


def correlation(H, A, beta, tau):
    """C(tau) from its definition, by matrix exponentials."""
    dA = A - thermal_mean(H, A, beta) * np.eye(len(H))
    top = np.trace(expm(-(beta - tau) * H) @ dA @ expm(-tau * H) @ dA.conj().T)
    return top / np.trace(expm(-beta * H))


def matsubara(H, A, beta, n, points=48):
    """C(i nu_n) by Gauss-Legendre quadrature over imaginary time."""
    x, w = np.polynomial.legendre.leggauss(points)
    taus = 0.5 * beta * (x + 1)
    values = np.array([correlation(H, A, beta, t) for t in taus])
    return 0.5 * beta * np.sum(w * np.exp(2j * np.pi * n * taus / beta) * values)


def response(H, A, beta, z):
    """i int_0^inf exp(izt) <[A(t),A^+]> dt, by solving (z + [H, .]) X = A."""
    X = solve_sylvester(z * np.eye(len(H)) + H, -H, A.astype(complex))
    Ad = A.conj().T
    return -np.trace(density_matrix(H, beta) @ (X @ Ad - Ad @ X))


def field_derivative(H, A, beta, step):
    """d<A>/dh for the Hamiltonian H - h A, by central difference."""
    up = thermal_mean(H - step * A, A, beta)
    down = thermal_mean(H + step * A, A, beta)
    return ((up - down) / (2 * step)).real


def spectrum(H, A, beta):
    """Positions and weights of S/pi from the spectral sum."""
    E, U = eigh(H)
    p = np.exp(-beta * (E - E[0]))
    p /= p.sum()
    a = U.conj().T @ A @ U
    a = a - np.sum(p * np.diag(a)) * np.eye(len(E))
    gap = E[None, :] - E[:, None]
    zero = np.abs(gap) < 1e-9
    safe = np.where(zero, 1.0, gap)
    strength = np.where(zero, beta * p[:, None], (p[:, None] - p[None, :]) / safe)
    return np.where(zero, 0.0, gap).ravel(), (strength * np.abs(a)**2).ravel()


def time_kernel(w, tau, beta):
    w = np.asarray(w, float)
    s = np.where(w == 0, 1.0, w)
    return np.where(w == 0, 1 / beta, s * np.exp(-tau * s) / (-np.expm1(-beta * s)))


def even_time_kernel(w, tau, beta):
    w = np.asarray(w, float)
    s = np.where(w == 0, 1.0, w)
    k = s * np.cosh(s * (tau - beta / 2)) / (2 * np.sinh(beta * s / 2))
    return np.where(w == 0, 1 / beta, k)


def frequency_kernel(w, n, beta):
    w = np.asarray(w, float)
    return np.ones_like(w) + 0j if n == 0 else w / (w - 2j * np.pi * n / beta)


def even_frequency_kernel(w, n, beta):
    w = np.asarray(w, float)
    return np.ones_like(w) if n == 0 else w**2 / (w**2 + (2 * np.pi * n / beta)**2)


# ---------- general tests: five levels, one degenerate pair ----------
rng = np.random.default_rng(7)
raw = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
Q, _ = np.linalg.qr(raw)
H5 = Q @ np.diag([0.0, 0.5, 0.5, 1.3, 2.1]) @ Q.conj().T
H5 = 0.5 * (H5 + H5.conj().T)
B = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))   # not Hermitian
A5 = 0.5 * (B + B.conj().T)                                  # Hermitian
b5 = 1.7
fractions = [0.0, 0.2, 0.5, 0.8, 1.0]

for op in (B, A5):
    w, S = spectrum(H5, op, b5)
    assert S.min() > -1e-12
    static = S[w == 0].sum()
    assert static > 1e-3
    for f in fractions:
        direct = correlation(H5, op, b5, f * b5)
        assert abs(direct - np.sum(time_kernel(w, f * b5, b5) * S)) < 1e-9
        # leaving out the zero-frequency term loses a tau-independent constant
        part = np.sum((time_kernel(w, f * b5, b5) * S)[w != 0])
        assert abs(direct - part - static / b5) < 1e-9
    for n in (-2, 0, 1, 3):
        direct = matsubara(H5, op, b5, n)
        assert abs(direct - np.sum(frequency_kernel(w, n, b5) * S)) < 1e-8
        if n > 0:
            assert abs(direct - response(H5, op, b5, 2j * np.pi * n / b5)) < 1e-8
    # static limit of the response misses exactly the zero-frequency weight
    slow = response(H5, op, b5, 1e-4j).real
    assert abs(matsubara(H5, op, b5, 0).real - slow - static) < 1e-5

# reflection S_A(-w) = S_{A^+}(w), seen in imaginary time
for f in fractions:
    assert abs(correlation(H5, B, b5, f * b5)
               - correlation(H5, B.conj().T, b5, (1 - f) * b5)) < 1e-9

# symmetric kernels: right for Hermitian A, wrong for the general operator B
w, S = spectrum(H5, A5, b5)
for f in fractions:
    assert abs(correlation(H5, A5, b5, f * b5)
               - np.sum(even_time_kernel(w, f * b5, b5) * S)) < 1e-9
for n in (0, 1, 3):
    assert abs(matsubara(H5, A5, b5, n)
               - np.sum(even_frequency_kernel(w, n, b5) * S)) < 1e-8
wB, SB = spectrum(H5, B, b5)
miss = max(abs(correlation(H5, B, b5, f * b5)
               - np.sum(even_time_kernel(wB, f * b5, b5) * SB)) for f in fractions)
assert miss > 1e-3

# sum rule against a finite static field; then a conserved operator, A = H
assert abs(field_derivative(H5, A5, b5, 1e-4) - S.sum()) < 1e-5 * S.sum()
wH, SH = spectrum(H5, H5, b5)
assert abs(response(H5, H5, b5, 0.3j)) < 1e-10
assert abs(field_derivative(H5, H5, b5, 1e-4) - SH[wH == 0].sum()) < 1e-6

# Fourier transform of the time kernel, including w = 0, and its smooth limit
x, gw = np.polynomial.legendre.leggauss(60)
taus = 0.5 * b5 * (x + 1)
for w0 in (-2.0, 0.0, 0.7):
    for n in (0, 1, 2):
        kt = np.array([time_kernel(w0, t, b5) for t in taus])
        ft = 0.5 * b5 * np.sum(gw * np.exp(2j * np.pi * n * taus / b5) * kt)
        assert abs(ft - frequency_kernel(w0, n, b5)) < 1e-10
assert abs(time_kernel(1e-6, 0.3 * b5, b5) - 1 / b5) < 1e-5

# ---------- worked example: two-level system, A = sigma_z ----------
eps, delta, beta = 0.003, 0.004, 400.0
sz = np.diag([1.0, -1.0])
sx = np.array([[0.0, 1.0], [1.0, 0.0]])
H = -0.5 * eps * sz - 0.5 * delta * sx
E = np.hypot(eps, delta)
xh = beta * E / 2
mean = eps / E * np.tanh(xh)
w_zero = beta * (eps / E)**2 / np.cosh(xh)**2
w_side = (delta / E)**2 * np.tanh(xh) / E
total = w_zero + 2 * w_side

chi_field = field_derivative(H, sz, beta, 1e-6)
chi_slow = response(H, sz, beta, 1e-4j * E).real
assert abs(thermal_mean(H, sz, beta) - mean) < 1e-12
assert abs(chi_field - total) < 1e-5 * total
assert abs(chi_slow - 2 * w_side) < 1e-5 * total
assert abs(chi_field - chi_slow - w_zero) < 2e-5 * total

hartree = physical_constants['Hartree energy'][0]
print(f"bias eps = {eps:.4f} Ha")
print(f"tunnelling Delta = {delta:.4f} Ha")
print(f"level splitting E = {E:.4f} Ha")
print(f"inverse temperature beta = {beta:.1f} 1/Ha")
print(f"temperature = {hartree / (beta * boltzmann):.1f} K")
print(f"beta*E/2 = {xh:.4f} (dimensionless)")
print(f"tanh(beta*E/2) = {np.tanh(xh):.6f} (dimensionless)")
print(f"sech^2(beta*E/2) = {1 / np.cosh(xh)**2:.6f} (dimensionless)")
print(f"mean of sigma_z = {mean:.6f} (dimensionless)")
print("Weights of S/pi:")
print(f"  at w = 0: {w_zero:.4f} 1/Ha")
print(f"  at w = +E and at w = -E, each: {w_side:.4f} 1/Ha")
print(f"  total: {total:.4f} 1/Ha = {total * charge / hartree:.5f} 1/eV")
print(f"d<sigma_z>/dh by finite field: {chi_field:.4f} 1/Ha")
print(f"slow commutator response: {chi_slow:.4f} 1/Ha")
print(f"normalized weight at w = 0: {w_zero / total:.5f} (dimensionless)")
print(f"normalized weight at each of +E, -E: {w_side / total:.5f} (dimensionless)")
print("Time kernels at tau = beta/4:")
print(f"  at w = 0: {float(time_kernel(0, beta / 4, beta)):.6f} Ha")
print(f"  at w = +E: {float(time_kernel(E, beta / 4, beta)):.6f} Ha")
print(f"  at w = -E: {float(time_kernel(-E, beta / 4, beta)):.6f} Ha")
print(f"  symmetric, at E: {float(even_time_kernel(E, beta / 4, beta)):.6f} Ha")
print("C(tau), dimensionless: zero-frequency part, rest, sum, direct trace")
for f in (0.0, 0.25, 0.5, 0.75):
    rest = 2 * w_side * float(even_time_kernel(E, f * beta, beta))
    const = w_zero / beta
    direct = correlation(H, sz, beta, f * beta).real
    closed = (delta / E)**2 * np.cosh(E * beta * (f - 0.5)) / np.cosh(xh)
    assert abs(const + rest - direct) < 1e-10 and abs(rest - closed) < 1e-10
    print(f"  tau/beta = {f:.2f}: {const:.6f}, {rest:.6f}, "
          f"{const + rest:.6f}, {direct:.6f}")
print("C(i nu_n): nu_n in Ha, symmetric kernel at E, formula and quadrature in 1/Ha")
for n in (0, 1, 2):
    kern = float(even_frequency_kernel(E, n, beta))
    formula = 2 * w_side * kern + (w_zero if n == 0 else 0.0)
    direct = matsubara(H, sz, beta, n).real
    assert abs(formula - direct) < 1e-7 * total
    print(f"  n = {n}: {2 * np.pi * n / beta:.6f}, {kern:.6f}, "
          f"{formula:.4f}, {direct:.4f}")
print("all tests passed")
```

Output:

```
bias eps = 0.0030 Ha
tunnelling Delta = 0.0040 Ha
level splitting E = 0.0050 Ha
inverse temperature beta = 400.0 1/Ha
temperature = 789.4 K
beta*E/2 = 1.0000 (dimensionless)
tanh(beta*E/2) = 0.761594 (dimensionless)
sech^2(beta*E/2) = 0.419974 (dimensionless)
mean of sigma_z = 0.456956 (dimensionless)
Weights of S/pi:
  at w = 0: 60.4763 1/Ha
  at w = +E and at w = -E, each: 97.4841 1/Ha
  total: 255.4444 1/Ha = 9.38741 1/eV
d<sigma_z>/dh by finite field: 255.4444 1/Ha
slow commutator response: 194.9681 1/Ha
normalized weight at w = 0: 0.23675 (dimensionless)
normalized weight at each of +E, -E: 0.38163 (dimensionless)
Time kernels at tau = beta/4:
  at w = 0: 0.002500 Ha
  at w = +E: 0.003507 Ha
  at w = -E: 0.001290 Ha
  symmetric, at E: 0.002399 Ha
C(tau), dimensionless: zero-frequency part, rest, sum, direct trace
  tau/beta = 0.00: 0.151191, 0.640000, 0.791191, 0.791191
  tau/beta = 0.25: 0.151191, 0.467688, 0.618879, 0.618879
  tau/beta = 0.50: 0.151191, 0.414755, 0.565945, 0.565945
  tau/beta = 0.75: 0.151191, 0.467688, 0.618879, 0.618879
C(i nu_n): nu_n in Ha, symmetric kernel at E, formula and quadrature in 1/Ha
  n = 0: 0.000000, 1.000000, 255.4444, 255.4444
  n = 1: 0.015708, 0.092000, 17.9370, 17.9370
  n = 2: 0.031416, 0.024705, 4.8166, 4.8166
all tests passed
```
